# Why Lamp-Heated Silicon Can Jump in Temperature, and When

## A case with no jump

Take a silicon wafer at one uniform temperature $T$, lit on one face by a flux $I$ and surrounded by cold walls at $T_0=300$ K. Suppose that it absorbs a fraction $a(T)$ of the lamp light and emits from each face the same fraction $a(T)$ of blackbody radiation. With $C$ the heat capacity per unit area,

$$C\frac{dT}{dt}=a(T)\left[I-2\sigma(T^4-T_0^4)\right].$$

The factor 2 counts the two emitting faces. However steeply $a$ rises with temperature, it multiplies gain and loss alike. A steady state needs the bracket to vanish:

$$T^4=T_0^4+\frac{I}{2\sigma}.$$

This has one positive solution. At 5 W/cm² it gives 819 K, and integration in time from 320 K and from 1200 K ends there in both cases. Rising absorption changes how fast the wafer arrives, but not where.

Now add a cold plate behind a gas gap, which removes $G(T-T_0)$. Setting gain equal to loss and dividing by $a$ gives

$$I=2\sigma(T^4-T_0^4)+\frac{G(T-T_0)}{a(T)}.$$

The gas term no longer shares the factor $a$. If $a$ rises fast enough, the last term falls by more than the first one rises, and a hotter wafer needs less lamp power than a cooler one. This is the origin of the jump: absorption must outrun the *total* loss. Rising absorption alone is not sufficient, because by Kirchhoff's law it also raises emission.

## The condition for a jump

For a real lamp, absorption and emission involve different wavelengths. Let $A(T)$ be the absorptance averaged over the lamp spectrum and $L(T)$ the net loss per unit area:

$$C\frac{dT}{dt}=A(T)I-L(T),\qquad I_{ss}(T)=\frac{L(T)}{A(T)}.$$

The second equation gives the flux that holds the wafer steady at $T$. The lamp spectrum is held fixed while $I$ varies, as when the number of lit lamps changes but their filament temperature does not.

Define the logarithmic slopes $\gamma_A=d\ln A/d\ln T$ and $\gamma_L=d\ln L/d\ln T$. Taking the logarithm of $I_{ss}$ and differentiating,

$$\frac{d\ln I_{ss}}{d\ln T}=\gamma_L-\gamma_A.$$

The curve starts at zero flux at $T_0$, where $L=0$, and grows without limit when hot, because $A$ is bounded and $L$ is not. If it rises throughout, each flux has one steady temperature and no jump is possible. If it falls over some interval, where $\gamma_A>\gamma_L$, some fluxes have at least three steady temperatures. The falling part ends at folds, where $\gamma_A-\gamma_L$ passes through zero with a change of sign.

To find which states survive, put $T=T_s+\delta$ and keep terms linear in $\delta$:

$$C\dot\delta=(A'I-L')\delta.$$

At the steady state $I=L/A$, so $A'I=L\gamma_A/T$, while $L'=L\gamma_L/T$. Hence $\delta\propto e^{st}$ with

$$s=\frac{L}{CT}(\gamma_A-\gamma_L).$$

The falling branch is unstable and the rising branches are stable. When the flux is raised slowly past the upper fold, the cold state disappears and the wafer must heat to the hot branch. It returns at a lower flux, so the path shows hysteresis.

## Why silicon absorption rises so steeply

Lamp light whose photon energy lies below the band gap is absorbed only by free carriers in this model. Let $\alpha$ be the absorption coefficient, $d$ the thickness, $x=\alpha d$, and $R$ the reflectance of each face. Interference is averaged out, and normal-incidence absorptance is used for all directions.

A fraction $1-R$ enters. Each pass absorbs $1-e^{-x}$ of what starts it, and $Re^{-x}$ starts the next pass. Summing the geometric series,

$$a=(1-R)(1-e^{-x})\sum_{m=0}^{\infty}(Re^{-x})^m=\frac{(1-R)(1-e^{-x})}{1-Re^{-x}}.$$

Its sensitivity to $x$ follows from the logarithm:

$$g(x)=\frac{d\ln a}{d\ln x}=x\left[\frac{e^{-x}}{1-e^{-x}}-\frac{Re^{-x}}{1-Re^{-x}}\right].$$

Over a common denominator the numerator is $e^{-x}[(1-Re^{-x})-R(1-e^{-x})]=e^{-x}(1-R)$, so

$$g(x)=\frac{x e^{-x}(1-R)}{(1-e^{-x})(1-Re^{-x})}.$$

For small $x$, $g\to1$: absorptance follows carrier density. For large $x$, $g\to0$: the wafer is already opaque. The fall is monotonic, because $1/g$ is a constant times the product of $(e^x-1)/x$ and $1-Re^{-x}$, both of which rise with $x$.

The intrinsic carrier density is $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}$. The band densities $N_c$ and $N_v$ each vary as $T^{3/2}$, and so does the square root of their product. Therefore

$$\frac{d\ln n_i}{d\ln T}=\frac32+\frac{E_g-TE_g'}{2kT}.$$

The gap shrinks on heating, so $E_g'<0$ and the last term exceeds $E_g/2kT$. Free-carrier absorption also grows with the carrier scattering rate, taken as $T^{3/2}$:

$$\alpha_{fc}=\lambda^2(s_nn+s_pp)\left(\frac{T}{300\ \mathrm K}\right)^{3/2}.$$

For undoped silicon at one sub-gap wavelength where free carriers dominate,

$$\frac{d\ln a}{d\ln T}=g(x)\left(\frac32+\frac{d\ln n_i}{d\ln T}\right).$$

At 800 K and 2.5 µm the example below has $x=0.734$, $g=0.554$ and $d\ln n_i/d\ln T=10.66$. The slope is $0.554(1.5+10.66)=6.74$.

This shows how the gas gap creates a fold in the opening case. With $R=0.30$, $x=0.734$ gives $a=0.425$. For $G=0.0125$ W/cm²K the gas term is $0.0125\times500/0.425=14.7$ W/cm². Its slope is

$$\frac{14.7}{800}\left(\frac{800}{500}-6.74\right)=-0.094\ \mathrm{W/cm^2K}.$$

The radiation term rises by $8\sigma T^3=0.023$ W/cm²K. The sum is negative, so the required flux falls. The light boron doping used below is negligible in this estimate.

## How large the jump is

The example is a 775 µm wafer with $10^{15}$ cm⁻³ boron. Filaments at 2000 K, treated as blackbody sources, light it through quartz that cuts off at 3.8 µm, and a cold plate faces it across 2 mm of helium. The gas conductivity is 0.25 W/mK, so

$$G=\frac{0.25}{0.002}=125\ \mathrm{W/m^2K}=0.0125\ \mathrm{W/cm^2K}.$$

The heat capacity per area is 0.155 J/cm²K. These are rough values.

The carrier coefficients are $s_n=1.0\times10^{-18}$ and $s_p=2.7\times10^{-18}$ cm²/µm², for densities in cm⁻³ and wavelengths in µm. With boron density $N$, neutrality $p-n=N$ and equilibrium $np=n_i^2$ give $p=N/2+\sqrt{N^2/4+n_i^2}$. The gap is $1.17-4.73\times10^{-4}T^2/(T+636)$ eV with $T$ in kelvin, and the density-of-states masses are 1.08 and 0.81 electron masses. Absorption above the gap is $5000(h\nu-E_g)^2$ cm⁻¹ with energies in eV. Lattice absorption adds 2 cm⁻¹ beyond 6 µm.

Using the same spectral absorptance for light received and emitted,

$$L=2\int a(\lambda,T)\left[M(\lambda,T)-M(\lambda,T_0)\right]d\lambda+G(T-T_0),$$

where $M$ is blackbody exitance per unit wavelength. The resulting balance is:

| $T$ (K) | $A$ | $L$ (W/cm²) | $I_{ss}$ (W/cm²) |
|---:|---:|---:|---:|
| 500 | 0.093 | 2.58 | 27.8 |
| 600 | 0.113 | 4.03 | 35.5 |
| 700 | 0.196 | 6.13 | 31.2 |
| 800 | 0.415 | 9.10 | 21.9 |
| 900 | 0.630 | 12.57 | 20.0 |
| 1000 | 0.696 | 16.62 | 23.9 |

From 600 to 800 K the loss grows by a factor of 2.3, but absorptance grows by 3.7. The required flux therefore drops. Above 900 K absorptance is close to its ceiling $1-R=0.70$, and the growing loss makes the curve rise again.

The upper fold is at 36 W/cm² and 621 K (348 °C). A slow increase past it sends the wafer to about 1160 K (887 °C). On cooling, the hot state lasts down to 20 W/cm² and 876 K (602 °C), then drops to about 432 K (159 °C). Both slopes equal 2.59 at the upper fold and 2.68 at the lower one.

Integration in time confirms the hysteresis. Starting at 300 K, a flux 1% below the upper fold leaves the wafer on the cold branch, while 1% above takes it to the hot branch. Starting at 1200 K, the wafer stays hot 1% above the lower fold and returns to the cold branch 1% below it.

At 27.8 W/cm² the steady temperatures are 500, 732 and 1060 K. The middle one separates the outcomes: starts 2 K below and above it lead to the cold and hot states respectively. Preheating past the middle state can therefore select the hot branch without exceeding the upper fold flux.

## What creates or removes the fold

**Carriers.** If the free-carrier part of the lamp absorption coefficient is frozen at its 300 K value, while the gap and thermal emission still change, the fold disappears. The movement of the absorption edge does not produce this jump by itself.

**Lamp spectrum.** Suppose a fraction $f$ of the lamp power is above the gap and fully absorbed after entry, while the rest has absorptance $a$. For fixed $f$,

$$A=f(1-R)+(1-f)a,\qquad \gamma_A=\frac{(1-f)a}{f(1-R)+(1-f)a}\,\gamma_a,$$

where $\gamma_a=d\ln a/d\ln T$. Light absorbed even when cold dilutes the steep carrier contribution. A hotter filament increases $f$. With all else fixed, the folds at 2400 K lie at 24.2 and 19.6 W/cm². At 2800 K they are at 19.7 and 19.1 W/cm², and at 3200 K there is none.

**Doping.** Dopant carriers absorb before intrinsic carriers matter. With the 2000 K lamp, $10^{17}$ cm⁻³ boron narrows the interval to 19.2–20.2 W/cm², and $10^{18}$ cm⁻³ removes it.

**Cooling.** The gas loss has logarithmic slope $T/(T-T_0)$, or 1.6 at 800 K. Blackbody radiation to cold walls has slope $4T^4/(T^4-T_0^4)$, which exceeds 4, and at 800 K the rising emissivity adds to it. Gas conduction therefore lowers the average slope that absorption must beat. At 800 K it carries 6.25 of the 9.10 W/cm² lost. Without it, the example has no fold. Thermal emission does saturate before lamp absorption, because free carriers absorb more at long wavelengths, but here that difference is not enough.

## An abrupt jump can take minutes

The jump is abrupt as a function of slowly varied flux, not in time. Let $F=AI-L$, and let $\theta$ be the temperature measured from the upper fold. At the fold both $F$ and $\partial F/\partial T$ vanish. For a small excess flux $\delta I$, the leading terms are

$$C\dot\theta=A\,\delta I+\tfrac12F''\theta^2,$$

with $A$ and $F''=IA''-L''$ taken at the fold. Since $\int_{-\infty}^{\infty}d\theta/(p+q\theta^2)=\pi/\sqrt{pq}$ for positive $p$ and $q$, the passage time is

$$t_b=\frac{\pi C}{\sqrt{A\,\delta I\,F''/2}}.$$

The infinite limits are justified because, for small $\delta I$, most of the time is spent near the fold. For an excess of 0.2% of the fold flux, $t_b=529$ s. Reducing the excess to 0.05% should double this time and so add another 529 s. Integration of the full balance gives an added 530 s.

At 5% excess the formula gives $529\sqrt{0.002/0.05}=106$ s. The full journey from 300 K to within 5 K of the hot state takes 115 s. A short dwell just above the fold can look stable although no cold steady state exists.

Fast ramps raise a different problem. Heating at 100 K/s requires an extra absorbed flux of $0.155\times100=15.5$ W/cm². At 600 K the incident flux must be $(15.5+4.03)/0.113=173$ W/cm², but at 1000 K only $(15.5+16.62)/0.696=46$ W/cm². A controller that fails to reduce power as absorption rises will overshoot. The 2000 K lamp cannot supply the first value: the exitance of a blackbody at that temperature, within the quartz band, is 76 W/cm².

Millisecond heating lies outside the uniform-temperature model. The volumetric heat capacity is $0.155/0.0775=2.0$ J/cm³K. With conductivity $\kappa=0.4$ W/cmK, the diffusivity is 0.2 cm²/s and heat crosses the wafer in a time of order $d^2/0.2=0.03$ s. A millisecond pulse ends before the losses can establish these steady states, and if its light is absorbed near the surface it creates a strong depth profile. Carrier absorption can still feed back on such a pulse, but a depth-resolved calculation is needed.

## Holding the unstable branch

Let the controller set $I=I_0-K(T-T_{set})$, with $I_0=I_{ss}(T_{set})$. Differentiating $L=AI_{ss}$ gives $A'I_{ss}-L'=-AI_{ss}'$. The linearised balance becomes

$$C\dot\delta=-A(I_{ss}'+K)\delta.$$

Uniform stability requires $K>-I_{ss}'$. At the 732 K state, $\gamma_A=5.80$ and $\gamma_L=2.99$, so

$$K>\frac{27.8}{732}(5.80-2.99)=0.107\ \mathrm{W/cm^2K}.$$

In integrations started 1 K too hot, a gain 20% above this value restores the set point, and one 20% below lets the wafer drift away.

Lamp delay adds a second condition. Let the flux reduction $u$ obey $\tau\dot u=K\delta-u$, while $\dot\delta=s\delta-(A/C)u$. For solutions proportional to $e^{qt}$, eliminating $u$ gives

$$\tau q^2+(1-s\tau)q+(AK/C-s)=0.$$

Both roots decay when the last two coefficients are positive. The last repeats the gain condition, since $s=-AI_{ss}'/C$. The middle one requires $\tau<1/s$. Here $s=0.1735$ s⁻¹, so the lag must be below 5.8 s.

Controlling the mean temperature may still leave the wafer nonuniform. With lateral conduction and an insulated rim,

$$C\frac{\partial\delta}{\partial t}=\kappa d\,\nabla^2\delta+Cs\delta.$$

The slowest-decaying nonuniform diffusion mode of a disc of radius $r_w$ is $J_1(jr/r_w)\cos\phi$. The rim condition $J_1'(j)=0$ gives $j=1.841$. Since $\nabla^2$ multiplies this mode by $-j^2/r_w^2$, its growth rate is $s-\kappa dj^2/(Cr_w^2)$. It grows when

$$r_w>j\sqrt{\frac{\kappa d}{Cs}}=1.841\sqrt{\frac{0.4\times0.0775}{0.155\times0.1735}}=2.0\ \mathrm{cm}.$$

One side becomes hotter and the other colder, so the mean does not change to first order and a mean-temperature controller does not respond. A 300 mm wafer has a radius of 15 cm. Holding it on this branch needs spatially resolved measurement and heating. The safer course is to cross the branch quickly under control and dwell on a stable one. Crossing still amplifies temperature differences. For two spots under the same flux, with lateral conduction neglected, a small difference grows about 22-fold between 600 and 900 K at 20 K/s. Even in a very fast ramp, where losses hardly matter, each spot heats in proportion to its absorptance, and the difference grows by $A(900)/A(600)=0.630/0.113=5.6$.

## Reading the result for a real tool

The wafer thickness is standard for 300 mm silicon, but two settings favour bistability. Tungsten-halogen lamps at full power run nearer 3000 K, as a rough value, and a chamber need not have a cold plate only 2 mm away. In this model, the two folds have almost merged at a blackbody filament temperature of 3000 K, and changing to 3200 K or removing gas conduction eliminates them. The blackbody spectrum favours bistability too. The emissivity of flat tungsten falls from roughly 0.45 in the visible to below 0.2 near 3 µm, so more of its light lies above the gap. With these rough emissivities the upper fold at 2000 K drops to about 26 W/cm², and at 2800 K there is no fold. Flat tungsten at 2000 K also emits only about 20 W/cm² within the quartz band, so reaching the upper fold at that temperature needs coils and reflectors that bring the source closer to a blackbody. Real lamps also change colour as their power changes, so the fixed-spectrum folds should not be read directly from a power dial. Films, patterns and reflective chamber walls alter both absorption and loss, and their effect is not calculated here.

The fold fluxes also assume a uniform temperature. On a large wafer, a hot or cold region can spread sideways by conduction. In a 30 cm strip with the same properties, a 5 cm hot end takes over the whole strip at 25 W/cm², and a 5 cm cold end does so at 23 W/cm². A local disturbance can therefore start either jump well inside the interval between the folds.

Some other neglected effects can be estimated. Averaged through the thickness, above-gap lamp light creates at most about $2.8\times10^{15}$ electron–hole pairs per cm³ at the upper fold if their lifetime is 10 µs; this counts every above-gap photon that enters as absorbed. This is 59% of $n_i$ there, yet including them lowers the fold flux by only 5%. The effect grows with lifetime. If the pair density follows the flux, a constant lifetime of 100 µs lowers the upper fold to about 26 W/cm², and one of 1 ms removes the fold. The large jump computed above therefore applies to wafers with short carrier lifetimes. Letting helium conductivity grow as the 0.7 power of mean gas temperature, from the same value at 550 K, lowers the upper fold by 10% and raises the lower one by 3%.

After the upward jump, the temperature difference through the wafer is at most 4.9 K for the stated conductivity; a lower hot conductivity would raise this bound in inverse proportion. The ratio $n_i/N_c$ is 0.014, so nondegenerate statistics are adequate. The carrier plasma changes the dielectric constant by about 2% of its background value at 3.8 µm. This correction grows as $\lambda^2$ and matters more for long-wave emission.

For a process that shows sudden heating, the model suggests these measures, each with its condition:

- Use a hotter filament, or add light above the gap, if the cold wafer transmits much of the lamp power.
- Reduce gas cooling during heating if it dominates the loss. This also lowers the power needed.
- Use feedback with enough gain, a short enough lamp lag and zone control if the process must pass through the falling branch.
- Measure the steady flux while heating and while cooling, at fixed lamp spectrum and gas pressure. Different jump points, after dwells long compared with the passage time, indicate bistability; a fast ramp alone does not.

The numerical output below gives the remaining values.

## Calculated quantities

```
Wafer thickness 775 um, reflectance 0.30
Surroundings 300 K, boron doping 1e+15 cm^-3
Filament 2000 K, quartz cutoff 3.8 um
Helium gap 2.0 mm, conductivity 0.25 W/mK
Gas conductance 0.0125 W/cm2K
Heat capacity per area 0.155 J/cm2K
Free-carrier s_n 1.0e-18, s_p 2.7e-18 cm2/um2
Edge strength 5000 cm^-1 eV^-2
Lattice absorption beyond 6 um 2.0 cm^-1
At 800 K: gap 0.959 eV, n_i 9.41e+16 cm^-3
At 800 K: dln n_i/dlnT 10.66
At 800 K, 2.5 um, undoped: alpha*d 0.734, g 0.554, dln a/dlnT 6.74
T 400 K: A 0.083, L 1.28 W/cm2, I_ss 15.45 W/cm2
T 500 K: A 0.093, L 2.58 W/cm2, I_ss 27.78 W/cm2
T 600 K: A 0.113, L 4.03 W/cm2, I_ss 35.51 W/cm2
T 700 K: A 0.196, L 6.13 W/cm2, I_ss 31.21 W/cm2
T 800 K: A 0.415, L 9.10 W/cm2, I_ss 21.91 W/cm2
T 900 K: A 0.630, L 12.57 W/cm2, I_ss 19.96 W/cm2
T 1000 K: A 0.696, L 16.62 W/cm2, I_ss 23.89 W/cm2
T 1100 K: A 0.700, L 21.56 W/cm2, I_ss 30.80 W/cm2
Upper-flux fold: 35.85 W/cm2, 621.3 K, log slopes A 2.59, L 2.59
Lower-flux fold: 19.77 W/cm2, 875.5 K, log slopes A 2.68, L 2.68
Upward jump lands at 1160.6 K
Downward jump lands at 432.2 K
Lamp-band flux limit 76.1 W/cm2
States at 27.81 W/cm2: 500.3, 731.8, 1060.0 K
Middle state log slopes: A 5.80, L 2.99
Middle state growth rate 0.1735 1/s
Least stabilising gain 0.1069 W/cm2K
Critical disc radius 1.98 cm (J1' zero 1.841, conductivity 0.4 W/cmK)
Bottleneck at 0.2% overdrive: formula 529.2 s, integral difference 529.9 s
At 5% overdrive: 300 K to 1175.4 K takes 114.5 s
Common-factor model at 5.0 W/cm2: ends at 818.6 and 818.6 K
Carriers frozen in lamp absorption: no fold, least dlnI/dlnT 1.39
Filament 2400 K: folds 24.19 W/cm2 at 679 K, 19.56 W/cm2 at 865 K
Filament 2800 K: folds 19.69 W/cm2 at 738 K, 19.05 W/cm2 at 841 K
Filament 3200 K: no fold, least dlnI/dlnT 0.31
No gas conduction: no fold, least dlnI/dlnT 0.56
Doping 1e+16 cm^-3: folds 33.20 W/cm2 at 637 K, 19.73 W/cm2 at 874 K
Doping 1e+17 cm^-3: folds 20.15 W/cm2 at 751 K, 19.24 W/cm2 at 854 K
Doping 1e+18 cm^-3: no fold, least dlnI/dlnT 2.17
Light-generated pairs 2.77e+15 cm^-3 for lifetime 10 us
n_i at upper-flux fold 4.72e+15 cm^-3
With these light-generated pairs: folds 33.93 W/cm2 at 623 K, 19.72 W/cm2 at 874 K
Helium conductivity as mean T^0.7: folds 32.26 W/cm2 at 639 K, 20.31 W/cm2 at 865 K
Bound on through-wafer difference 4.9 K
n_i/N_c after upward jump 0.0137
Plasma wavelength after upward jump 26.1 um, (3.8 um/this)^2 0.0212
```
